**Thermal photon bunching and the noise of an EUV resist pixel**

For thermal light behind passive optics, the absorbed count \(N\) has variance \(\langle N\rangle(1+\varepsilon)\), with \(\varepsilon=\operatorname{Tr}K^2/\operatorname{Tr}K\le\eta n_{\max}\). Here \(K\) combines the mode occupations with the absorption matrix, \(\eta\) is the largest counting probability, and \(n_{\max}\) is the largest occupation. The program asserts the one-mode variance against a Boltzmann sum, and the trace formula against number operators in a truncated Fock space. It diagonalizes the sinc kernel to test the long-time correction at 10 and 100 temporal modes, and recovers the Stefan–Boltzmann law from the mode density. Explicit count distributions test the terms for pulse-energy noise, a second spectral band and random electron yield. At 30 eV source temperature and 92 eV photon energy the output gives an occupation of 0.0489, hence a source ceiling of 4.9 percent added variance. For the example pixel, mirror and resist losses lower this ceiling to \(8.5\times10^{-5}\), while the assumed pulse noise adds 0.59 percent and the illustrative electron yield 16.7 percent.

## Numerical check

```python
"""
Result under test: for thermal light behind passive optics the absorbed count N has
    Var N = <N> (1 + eps),   eps = Tr K^2 / Tr K <= eta * n_max,
with K = sqrt(Gamma) A sqrt(Gamma), Gamma = diagonal matrix of mode occupations,
A = absorption matrix (0 <= A <= eta <= 1), n_max = largest occupation.
At kT = 30 eV and E = 92 eV the occupation n = 1/(exp(E/kT)-1) is near 0.05.
The program also sizes this term, and competing noise, for an EUV resist pixel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import binom, nbinom, poisson


def occupation(energy_eV, kT_eV):
    return 1.0 / np.expm1(energy_eV / kT_eV)


def mean_and_variance(values, probabilities):
    total = probabilities.sum()
    mean = (values * probabilities).sum() / total
    variance = ((values - mean) ** 2 * probabilities).sum() / total
    return mean, variance


# ---------- inputs (rough, typical of an EUV scanner) ----------
kT = 30.0                  # eV
photon_energy = 92.0       # eV
dose = 30.0                # mJ/cm2
pixel_side = 20.0          # nm
absorptance = 0.20
reflectivity, reflections = 0.65, 11
aperture, pupil_fill = 0.33, 0.20
relative_band = 0.02
pulses, pulse_length = 250, 50e-9   # number, s
pulse_noise = 0.03
soft_energy, soft_fraction = 6.0, 0.01   # eV, share of absorbed quanta
yield_trials, yield_probability = 6, 0.5

n = occupation(photon_energy, kT)

# ---------- one mode: explicit Boltzmann sum ----------
levels = np.arange(200)
mode_mean, mode_var = mean_and_variance(
    levels, np.exp(-levels * photon_energy / kT))
assert abs(mode_mean - n) < 1e-12
assert abs(mode_var - (n + n**2)) < 1e-12

# ---------- several modes: operators in Fock space against the trace formula ----------
# Two thermal inputs and one vacuum input are mixed by a random unitary;
# photons in the first two outputs are counted.
rng = np.random.default_rng(4)
random_matrix = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
unitary = np.linalg.qr(random_matrix)[0]
input_occupations = np.array([n, 0.30])
dims = (24, 24, 2)


def lowering(size):
    return np.diag(np.sqrt(np.arange(1, size)), 1)


lower = [np.kron(np.kron(lowering(dims[0]), np.eye(dims[1])), np.eye(dims[2])),
         np.kron(np.kron(np.eye(dims[0]), lowering(dims[1])), np.eye(dims[2])),
         np.kron(np.kron(np.eye(dims[0]), np.eye(dims[1])), lowering(dims[2]))]
number_operator = np.zeros((np.prod(dims), np.prod(dims)), dtype=complex)
for port in range(2):
    output = sum(unitary[port, j] * lower[j] for j in range(3))
    number_operator += output.conj().T @ output
weights = [(x / (1 + x)) ** np.arange(24) / (1 + x) for x in input_occupations]
state = np.kron(np.kron(weights[0], weights[1]), np.array([1.0, 0.0]))
fock_mean = (state * np.diag(number_operator).real).sum()
fock_square = (state * (np.abs(number_operator) ** 2).sum(axis=0)).sum()
fock_excess = (fock_square - fock_mean**2) / fock_mean - 1

counted_rows = unitary[:2, :2]
A = counted_rows.conj().T @ counted_rows
root = np.diag(np.sqrt(input_occupations))
K = root @ A @ root
trace_mean = np.trace(K).real
trace_excess = np.trace(K @ K).real / trace_mean
fock_bound = np.linalg.eigvalsh(A).max() * input_occupations.max()
assert abs(fock_mean - trace_mean) < 1e-8
assert abs(fock_excess - trace_excess) < 1e-7
assert 0 < fock_excess <= fock_bound

# ---------- flat band B, counting time T: diagonalize the sinc kernel ----------


def band_factor_formula(BT):
    return 1 - (1 + np.euler_gamma + np.log(2 * np.pi * BT)) / (np.pi**2 * BT)


nodes, node_weights = np.polynomial.legendre.leggauss(400)
band_factor = {}
for BT in (1, 10, 100):
    x = nodes * BT / 2
    w = np.sqrt(node_weights * BT / 2)
    eigenvalues = np.linalg.eigvalsh(
        w[:, None] * np.sinc(x[:, None] - x[None, :]) * w[None, :])
    assert eigenvalues.max() < 1 + 1e-10
    assert abs(eigenvalues.sum() - BT) < 1e-8 * BT
    band_factor[BT] = (eigenvalues**2).sum() / eigenvalues.sum()
for BT in (10, 100):
    # the neglected remainder falls as 1/BT^3
    assert abs(band_factor[BT] - band_factor_formula(BT)) < 1e-2 / BT**2

# ---------- mode density 2/lambda^2: recover the Stefan-Boltzmann law ----------
kT_joule = kT * const.e
planck_integral = quad(lambda u: u**3 / np.expm1(u) if u > 0 else 0.0, 0, 100)[0]
exitance = (np.pi * 2 * const.h / const.c**2
            * (kT_joule / const.h) ** 4 * planck_integral)
reference = const.Stefan_Boltzmann * (kT_joule / const.k) ** 4
assert abs(exitance / reference - 1) < 1e-7

# ---------- resist pixel ----------
wavelength = const.h * const.c / (photon_energy * const.e)   # m
fluence = dose * 1e-3 * 1e4 / (photon_energy * const.e)      # photons/m2
incident = fluence * (pixel_side * 1e-9) ** 2
absorbed = absorptance * incident
transmission = reflectivity**reflections
loss_ceiling = n * transmission * absorptance
solid_angle = np.pi * aperture**2 * pupil_fill
bandwidth = relative_band * const.c / wavelength             # Hz
light_time = pulses * pulse_length                          # s
wafer_occupation = fluence * wavelength**2 / (
    2 * solid_angle * bandwidth * light_time)
dose_excess = absorptance * wafer_occupation
assert wafer_occupation < n * transmission   # consistent with a passive system
edge_occupation = occupation(photon_energy * (1 - relative_band / 2), kT)

# ---------- pulse-energy noise: explicit mixture of Poisson laws ----------
pulse_excess = absorbed * pulse_noise**2 / pulses
strong = np.arange(pulses + 1)
conditional_mean = absorbed * (1 + pulse_noise * (2 * strong - pulses) / pulses)
counts = np.arange(4000)
mixture = binom.pmf(strong, pulses, 0.5) @ poisson.pmf(
    counts[None, :], conditional_mean[:, None])
mix_mean, mix_var = mean_and_variance(counts, mixture)
assert abs(mix_var / mix_mean - 1 - pulse_excess) < 1e-6

# ---------- second band at the blackbody limit: convolve count distributions ----------
n_soft = occupation(soft_energy, kT)
two_band_excess = (1 - soft_fraction) * n + soft_fraction * n_soft
hard_mean, soft_mean = (1 - soft_fraction) * absorbed, soft_fraction * absorbed
hard_law = nbinom.pmf(counts, hard_mean / n, 1 / (1 + n))
soft_law = nbinom.pmf(counts, soft_mean / n_soft, 1 / (1 + n_soft))
both = np.convolve(hard_law, soft_law)
both_mean, both_var = mean_and_variance(np.arange(both.size), both)
assert abs(both_var / both_mean - 1 - two_band_excess) < 1e-6

# ---------- random electron yield: full distribution by Fourier inversion ----------
yield_mean = yield_trials * yield_probability
yield_var = yield_mean * (1 - yield_probability)
yield_excess = yield_var / yield_mean**2
size = 2**14
phase = np.exp(-2j * np.pi * np.arange(size) / size)
yield_function = (1 - yield_probability + yield_probability * phase) ** yield_trials
total_function = np.exp(-absorbed / n * np.log(1 + n * (1 - yield_function)))
electron_law = np.fft.ifft(total_function).real
el_mean, el_var = mean_and_variance(np.arange(size), electron_law)
relative_noise = absorbed * el_var / el_mean**2
assert abs(relative_noise - (1 + n + yield_excess)) < 1e-5

# ---------- output ----------
print(f"source kT: {kT:.1f} eV; photon energy: {photon_energy:.1f} eV")
print(f"wavelength: {wavelength*1e9:.3f} nm; E/kT: {photon_energy/kT:.4f}")
print(f"mode occupation n: {n:.5f}")
print(f"one-mode variance from Boltzmann sum: {mode_var:.5f}")
print(f"source ceiling, added variance: {100*n:.2f} percent")
print(f"source ceiling, added std deviation: {100*(np.sqrt(1+n)-1):.2f} percent")
print(f"occupation at lower band edge: {edge_occupation:.5f}")
for other_kT in (20.0, 40.0):
    print(f"occupation at kT = {other_kT:.0f} eV: "
          f"{occupation(photon_energy, other_kT):.5f}")
print(f"Fock test, input occupations: {n:.5f} and {input_occupations[1]:.2f}")
print(f"Fock test, mean count: {fock_mean:.6f}")
print(f"Fock test, eps from operators: {fock_excess:.6f}")
print(f"Fock test, eps from traces: {trace_excess:.6f}")
print(f"Fock test, upper bound: {fock_bound:.6f}")
for BT, factor in band_factor.items():
    print(f"band factor TrQ^2/TrQ at BT = {BT}: {factor:.5f}")
print(f"band factor formula at BT = 100: {band_factor_formula(100):.5f}")
print(f"Stefan-Boltzmann ratio, computed/reference: {exitance/reference:.8f}")
print(f"dose: {dose:.1f} mJ/cm2; pixel side: {pixel_side:.1f} nm")
print(f"photon fluence: {fluence*1e-18:.3f} per nm2")
print(f"incident photons per pixel: {incident:.0f}")
print(f"absorptance: {absorptance:.2f}; absorbed photons: {absorbed:.0f}")
print(f"Poisson relative noise: {100/np.sqrt(absorbed):.3f} percent")
print(f"same with source ceiling: {100*np.sqrt((1+n)/absorbed):.3f} percent")
print(f"reflectivity: {reflectivity:.2f}; reflections: {reflections}")
print(f"mirror transmission: {transmission:.5f}")
print(f"eps ceiling after mirrors and resist: {loss_ceiling:.2e}")
print(f"numerical aperture: {aperture:.2f}; pupil fill: {pupil_fill:.2f}")
print(f"projected solid angle: {solid_angle:.5f} sr")
print(f"relative band: {relative_band:.3f}; bandwidth: {bandwidth:.3e} Hz")
print(f"pulses: {pulses}; pulse length: {pulse_length*1e9:.0f} ns")
print(f"total light time: {light_time*1e6:.2f} us")
print(f"BT of one pulse: {bandwidth*pulse_length:.3e}")
print(f"wafer occupation implied by dose: {wafer_occupation:.2e}")
print(f"eps estimate from dose: {dose_excess:.2e}")
print(f"energy noise per pulse: {100*pulse_noise:.1f} percent")
print(f"added variance, pulse noise: {100*pulse_excess:.3f} percent")
print(f"soft light: {soft_energy:.1f} eV; share: {100*soft_fraction:.1f} percent")
print(f"occupation of soft light: {n_soft:.4f}")
print(f"two-band source ceiling: {100*two_band_excess:.2f} percent")
print(f"electron yield mean: {yield_mean:.2f}; variance: {yield_var:.2f}")
print(f"added variance, electron yield: {100*yield_excess:.2f} percent")
print(f"electron noise / photon Poisson noise (variance): {relative_noise:.4f}")
print("all good")
```

It prints:

```
source kT: 30.0 eV; photon energy: 92.0 eV
wavelength: 13.477 nm; E/kT: 3.0667
mode occupation n: 0.04885
one-mode variance from Boltzmann sum: 0.05124
source ceiling, added variance: 4.89 percent
source ceiling, added std deviation: 2.41 percent
occupation at lower band edge: 0.05045
occupation at kT = 20 eV: 0.01015
occupation at kT = 40 eV: 0.11143
Fock test, input occupations: 0.04885 and 0.30
Fock test, mean count: 0.301600
Fock test, eps from operators: 0.288303
Fock test, eps from traces: 0.288303
Fock test, upper bound: 0.300000
band factor TrQ^2/TrQ at BT = 1: 0.65584
band factor TrQ^2/TrQ at BT = 10: 0.94207
band factor TrQ^2/TrQ at BT = 100: 0.99187
band factor formula at BT = 100: 0.99187
Stefan-Boltzmann ratio, computed/reference: 1.00000000
dose: 30.0 mJ/cm2; pixel side: 20.0 nm
photon fluence: 20.353 per nm2
incident photons per pixel: 8141
absorptance: 0.20; absorbed photons: 1628
Poisson relative noise: 2.478 percent
same with source ceiling: 2.538 percent
reflectivity: 0.65; reflections: 11
mirror transmission: 0.00875
eps ceiling after mirrors and resist: 8.55e-05
numerical aperture: 0.33; pupil fill: 0.20
projected solid angle: 0.06842 sr
relative band: 0.020; bandwidth: 4.449e+14 Hz
pulses: 250; pulse length: 50 ns
total light time: 12.50 us
BT of one pulse: 2.225e+07
wafer occupation implied by dose: 4.86e-06
eps estimate from dose: 9.71e-07
energy noise per pulse: 3.0 percent
added variance, pulse noise: 0.586 percent
soft light: 6.0 eV; share: 1.0 percent
occupation of soft light: 4.5167
two-band source ceiling: 9.35 percent
electron yield mean: 3.00; variance: 1.50
added variance, electron yield: 16.67 percent
electron noise / photon Poisson noise (variance): 1.2155
all good
```
